\section*{All-electron overlap of PAW orbitals between two geometries with displaced spheres, part 1}

(Sections cited here and not found follow in the second part.)

Take one atom with one valence state, and let that state be an $s$ partial wave $\phi$ of the projector augmented-wave (PAW) method. Its smooth partner $\tilde\phi$ equals $\phi$ beyond the sphere radius $r_c$, so $\chi=\phi-\tilde\phi$ vanishes for $r\ge r_c$. Move the atom rigidly by $\mathbf d$ and mark moved functions with a prime, $f'(\mathbf r)=f(\mathbf r-\mathbf d)$. Inserting $\phi=\tilde\phi+\chi$ on both sides gives
\begin{equation}
\langle\phi|\phi'\rangle=\langle\tilde\phi|\tilde\phi'\rangle+\langle\chi|\tilde\phi'\rangle+\langle\tilde\phi|\chi'\rangle+\langle\chi|\chi'\rangle. \tag{1}
\end{equation}
The second term lives in the old sphere, the third in the new one, the fourth in their intersection, the lens. The PAW overlap operator of the old geometry is $S_R=1+|p\rangle q\langle p|$, with $p$ a projector confined to the old sphere and $q=\langle\phi|\phi\rangle-\langle\tilde\phi|\tilde\phi\rangle$. It yields $\langle\tilde\phi|\tilde\phi'\rangle+q\langle p|\tilde\phi'\rangle$. For $d\ge2r_c$ the spheres are disjoint. The correction supplied by $S_R$ then samples $\tilde\phi'$ in the old sphere alone, and the third term of (1), an integral over the new sphere, has no counterpart in it. The operator $S_{R'}$ lacks the second term in the same way.

In the general case, in Hartree atomic units, geometry $R$ has spheres $a$ at $\mathbf R_a$ with radii $r_a$, all-electron partial waves $\phi_i^a$, pseudo partial waves $\tilde\phi_i^a$ equal to them for $|\mathbf r-\mathbf R_a|\ge r_a$, and projectors $p_i^a$ confined to the sphere with $\langle p_i^a|\tilde\phi_j^a\rangle=\delta_{ij}$. Partial waves and projectors are taken real. The all-electron valence orbital is defined as $\psi=T_R\tilde\psi$ with
\begin{equation}
T_R=1+\sum_{ai}|\chi_i^a\rangle\langle p_i^a|,\qquad \chi_i^a=\phi_i^a-\tilde\phi_i^a, \tag{2}
\end{equation}
and $\psi'=T_{R'}\tilde\psi'$ in the primed geometry. With $P_i^a=\langle p_i^a|\tilde\psi\rangle$ and $P_j'^b=\langle p_j'^b|\tilde\psi'\rangle$, each orbital being projected with the projectors of its own geometry, $\psi=\tilde\psi+\sum\chi_i^aP_i^a$ and $\psi'=\tilde\psi'+\sum\chi_j'^bP_j'^b$. Multiplying out the two sums gives
\begin{align}
\langle\psi|\psi'\rangle&=\langle\tilde\psi|\tilde\psi'\rangle+\sum_{ai}P_i^{a*}\langle\chi_i^a|\tilde\psi'\rangle+\sum_{bj}\langle\tilde\psi|\chi_j'^b\rangle P_j'^b\nonumber\\
&\quad+\sum_{ai,bj}P_i^{a*}D_{ij}^{ab}P_j'^b,\qquad D_{ij}^{ab}=\langle\chi_i^a|\chi_j'^b\rangle. \tag{3}
\end{align}
Nothing but (2) was used, so (3) needs no completeness of the partial waves. It contains one integral between partial waves on two centres, $D$. Its integrand is nonzero in the lens of old sphere $a$ and new sphere $b$ alone, so $D^{ab}=0$ for $|\mathbf R_a-\mathbf R'_b|\ge r_a+r_b$. Pairs with $a\ne b$ contribute when the new sphere $b$ overlaps the old sphere $a$, even if atom $b$ itself stays outside sphere $a$. Since the lens lies inside both spheres, expanding $\chi\chi'$ gives four integrals that need the partial waves inside their own spheres,
\begin{equation}
D=\langle\phi|\phi'\rangle_L-\langle\phi|\tilde\phi'\rangle_L-\langle\tilde\phi|\phi'\rangle_L+\langle\tilde\phi|\tilde\phi'\rangle_L, \tag{4}
\end{equation}
with $L$ marking integration over the lens. The second and third terms of (3) couple a partial-wave difference to a smooth orbital of the other geometry and are not partial-wave integrals as they stand.

The usual operator comes from (3) at $R'=R$, with two added assumptions. If the spheres of $R$ do not overlap, $D^{ab}=\delta_{ab}D^{(0)}$ with $D^{(0)}_{ij}=\langle\chi_i|\chi_j\rangle$. From here one sphere is written out and the atom label dropped. Define $X_{ij}=\langle\chi_i|\tilde\phi_j\rangle$. Writing $\phi=\tilde\phi+\chi$ in the product $\phi_i\phi_j$ and subtracting $\tilde\phi_i\tilde\phi_j$,
\begin{equation}
q_{ij}=\langle\phi_i|\phi_j\rangle-\langle\tilde\phi_i|\tilde\phi_j\rangle=X_{ij}+X_{ji}+D^{(0)}_{ij}. \tag{5}
\end{equation}
For any smooth function $f$ let $\rho[f]=f-\sum_k\tilde\phi_k\langle p_k|f\rangle$ be what the one-centre expansion misses. Then $\langle\chi_i|f\rangle=\sum_kX_{ik}\langle p_k|f\rangle+\langle\chi_i|\rho[f]\rangle$. Putting this into both cross terms of (3), the $X$ parts join $D^{(0)}$ to form $q$, and with $S_R=1+\sum|p_i\rangle q_{ij}\langle p_j|$
\begin{equation}
\langle f|T_R^\dagger T_R-S_R|g\rangle=\sum_i\langle f|p_i\rangle\langle\chi_i|\rho[g]\rangle+\sum_j\langle\rho[f]|\chi_j\rangle\langle p_j|g\rangle. \tag{6}
\end{equation}
So $S_R$ represents $T_R^\dagger T_R$ when the residues $\rho$ vanish in the sphere, which is the completeness assumption.

The failure of $S_R$ between geometries can now be written down. Assume that $\tilde\psi$ is complete in its own sphere, so that $\psi=\sum\phi_iP_i$ there, and let $\Pi_j=\langle p_j|\tilde\psi'\rangle$ be the projection of the new orbital on the old projectors. Then $\langle\psi|\chi_j\rangle=\sum_iP_i^*\langle\phi_i|\chi_j\rangle=\sum_iP_i^*(X_{ji}+D^{(0)}_{ij})$, and (5) turns the matrix element of $S_R$ into $\langle\tilde\psi|\tilde\psi'\rangle+P^\dagger X\Pi+\sum_j\langle\psi|\chi_j\rangle\Pi_j$. The last two terms of (3) combine to $\sum_j\langle\psi|\chi'_j\rangle P'_j$, and its second term is $P^\dagger X\Pi+\sum_iP_i^*\langle\chi_i|\rho[\tilde\psi']\rangle$. Subtracting,
\begin{equation}
\langle\psi|\psi'\rangle-\langle\tilde\psi|S_R|\tilde\psi'\rangle=\sum_j\langle\psi|\chi'_j\rangle P'_j-\sum_j\langle\psi|\chi_j\rangle\Pi_j+\sum_iP_i^*\langle\chi_i|\rho[\tilde\psi']\rangle. \tag{7}
\end{equation}
The first two terms are $\langle\psi|T_{R'}-T_R|\tilde\psi'\rangle$. The operator $S_R$ gives $\tilde\psi'$ the nodes and cusp of a nucleus at the old position and omits those at the new position, and enlarging the partial-wave set removes the third term but leaves this misplacement. A symmetry argument covers combinations of the two operators. $S_R$, $S_{R'}$ and any real mixture of them are Hermitian, whereas $(T_R^\dagger T_{R'})^\dagger=T_{R'}^\dagger T_R$ is the operator with the geometries exchanged, which differs from $T_R^\dagger T_{R'}$ in the case computed below.

To evaluate $D$, put the $z$ axis along the line of centres, at signed separation $d$, and take $\chi_i=\chi_l(r)Y_{l0}$ and $\chi_j=\chi_{l'}(r)Y_{l'0}$. The plane-wave expansion $e^{-i\mathbf k\cdot\mathbf r}=4\pi\sum(-i)^lj_l(kr)Y_{lm}(\hat{\mathbf k})Y^*_{lm}(\hat{\mathbf r})$ gives the unitary Fourier transform $\hat\chi_i=\sqrt{2/\pi}\,(-i)^lF_l(k)Y_{l0}(\hat{\mathbf k})$, with $F_l=\int_0^{r_c}r^2j_l(kr)\chi_l\,dr$ and $4\pi/(2\pi)^{3/2}=\sqrt{2/\pi}$. Translation multiplies $\hat\chi_j$ by $e^{-ikd\cos\theta_k}=\sum_L(-i)^L(2L+1)j_L(kd)\mathcal P_L(\cos\theta_k)$. Parseval's theorem then needs the angular integral $\int Y_{l0}Y_{l'0}\mathcal P_L\,d\Omega=\sqrt{(2l+1)(2l'+1)}\,w_{ll'L}$, where $w_{ll'L}$ is the square of the $3j$ symbol with zero projections, which vanishes unless $l+l'+L$ is even. The phases multiply to $i^{\,l}(-i)^{l'}(-i)^L=(-1)^{(l-l'-L)/2}$, so
\begin{equation}
D=\frac2\pi\sum_L(-1)^{\frac{l-l'-L}2}(2L+1)\sqrt{(2l+1)(2l'+1)}\,w_{ll'L}\int_0^\infty\! k^2F_lF_{l'}\,j_L(kd)\,dk. \tag{8}
\end{equation}
For $l=0$, $l'=1$ the single term $L=1$ has $w=1/3$ and angular factor $-\sqrt3$; the sign is right, since for $d>0$ the old centre lies in the negative lobe of the moved $Y_{10}$. Formula (8) was tested against real-space quadrature in the distances $r_1,r_2$ to the two centres, with volume element $r_1r_2\,dr_1dr_2d\varphi/|d|$, for the model below at $d=\pm0.3$, $1$ and $2$ bohr to $10^{-8}$. The cross terms follow by Parseval's theorem as well: for $\tilde\psi'$ given by plane waves, $\langle\chi_i|\tilde\psi'\rangle$ is a finite sum over the wave vectors present in $\tilde\psi'$, so the slowly decaying tail of $F_l$ does not enter.

Further two-centre integrals appear if the smooth orbitals are eliminated from the cross terms. Continue every partial wave beyond $r_c$, and suppose that $\tilde\psi'=\sum\tilde\phi'_jP'_j$ holds throughout the old sphere and $\tilde\psi=\sum\tilde\phi_iP_i$ throughout the new one, which is assured if each expansion holds to radius $r_c+|d|$. Then (3) becomes
\begin{align}
\langle\psi|\psi'\rangle&=\langle\tilde\psi|\tilde\psi'\rangle+P^\dagger Q(\mathbf d)P',\nonumber\\
Q_{ij}&=\langle\chi_i|\tilde\phi'_j\rangle+\langle\tilde\phi_i|\chi'_j\rangle+D_{ij}=\int(\phi_i\phi'_j-\tilde\phi_i\tilde\phi'_j)\,d^3r, \tag{9}
\end{align}
where the last form follows as (5) did and its integrand vanishes outside the union of the spheres. Completeness is claimed for each orbital inside its own sphere, which covers the lens but not the crescent, the part of the old sphere outside the new one. For small $d$ one has $r_2\simeq r-d\cos\theta$, so the crescent $r<r_c<r_2$ is the shell $0<r_c-r<d|\cos\theta|$ on the side $\cos\theta<0$. If $\tilde\phi$ matches the value and $k$ derivatives of $\phi$ at $r_c$, then $\chi\simeq c\,(r_c-r)^{k+1}$, and the radial integral over the shell is $c\,(d|\cos\theta|)^{k+2}/(k+2)$. Any bounded function integrated against $\chi$ over the crescent therefore gives $O(d^{k+2})$, and (9) holds up to that order under in-sphere completeness. When $d$ is comparable to $r_c$, or a neighbouring sphere reaches into the crescent, (9) has no such support and (3) must be used.

For small displacements, with gaps between spheres wider than $|d|$ so that the $a\ne b$ lenses are empty, $Q$ is expanded using $f(\mathbf r-\mathbf d)=f-d\,\partial_zf+\frac12d^2\partial_z^2f-\dots$ in the last form of (9):
\begin{equation}
Q=q-d\,n+\tfrac12d^2Q''+\dots,\qquad n_{ij}=\langle\phi_i|\partial_z\phi_j\rangle-\langle\tilde\phi_i|\partial_z\tilde\phi_j\rangle. \tag{10}
\end{equation}
The integrands of the coefficients vanish outside the old sphere, so these are one-centre integrals. The sum $n_{ij}+n_{ji}$ is the integral of $\partial_z(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j)$, a surface term that vanishes because $\phi=\tilde\phi$ at $r_c$; hence $n$ is antisymmetric. One integration by parts gives $Q''_{ij}=-\langle\partial_z\phi_i|\partial_z\phi_j\rangle+\langle\partial_z\tilde\phi_i|\partial_z\tilde\phi_j\rangle$. For an $s$ wave with radial part $R_0$, $(\partial_z\phi)^2$ averages to a third of $|\nabla\phi|^2$, so
\begin{equation}
Q''_{ss}=-\tfrac23\Delta T,\qquad \Delta T=\tfrac12\int_0^{r_c}\Big[\big(\partial_rR_0\big)^2-\big(\partial_r\tilde R_0\big)^2\Big]r^2dr, \tag{11}
\end{equation}
the kinetic energy removed by pseudization. For the radial form of $n$, write $R_1Y_{10}=\sqrt{3/4\pi}\,u(r)z$ with $u=R_1/r$. Then $\partial_z(uz)=u+z^2\partial_ru/r$, whose angular mean is $u+r\,\partial_ru/3$, and $\int d\Omega\,Y_{00}\sqrt{3/4\pi}=\sqrt3$. Since $3u+r\,\partial_ru=\partial_rR_1+2R_1/r$, and since $\partial_z(R_0Y_{00})=\partial_rR_0\,Y_{10}/\sqrt3$,
\begin{equation}
\langle s|\partial_zp\rangle=\frac1{\sqrt3}\int R_0\Big(\partial_rR_1+\frac{2R_1}r\Big)r^2dr,\qquad\langle p|\partial_zs\rangle=\frac1{\sqrt3}\int R_1\,\partial_rR_0\,r^2dr. \tag{12}
\end{equation}

The first-order error of each substitute follows. Subtracting $\langle\tilde\psi|S_R|\tilde\psi'\rangle=\langle\tilde\psi|\tilde\psi'\rangle+P^\dagger q\Pi$ from (9) leaves $P^\dagger(Q-q)P'+P^\dagger q(P'-\Pi)$. To first order $p'_j-p_j=-d\,\partial_zp_j$, and integrating by parts, with $p_j$ vanishing at the surface, $P'_j-\Pi_j=d\langle p_j|\partial_z\tilde\psi'\rangle$. At leading order $\tilde\psi'=\sum\tilde\phi_kP'_k$ in the sphere, so $P'-\Pi=d\,MP'$ with $M_{jk}=\langle p_j|\partial_z\tilde\phi_k\rangle$. For $S_{R'}$ the left factor is $\langle\tilde\psi|p'_i\rangle=P_i^*+d\langle\partial_z\tilde\psi|p_i\rangle=P_i^*+d(P^\dagger M^T)_i$, which is subtracted and so enters with a minus sign. A fourth substitute, the mixed form $1+\sum|p_i\rangle q_{ij}\langle p'_j|$, has the right projections and differs from (9) by $Q-q$. The true overlap minus the substitute is $d\,P^\dagger EP'+O(d^2)$ with
\begin{align}
E(S_R)&=-n+qM,& E(S_{R'})&=-n-M^Tq,\nonumber\\
E(\text{mean})&=-n+\tfrac12(qM-M^Tq),& E(\text{mixed})&=-n, \tag{13}
\end{align}
where the mean is $(S_R+S_{R'})/2$. Because $q$ is symmetric, $(qM)^T=M^Tq$, and the last two matrices are antisymmetric. For a real orbital overlapped with its own continuation, $P'=P+O(d)$ and $P^TEP=0$, so the mean and mixed forms give such diagonal elements correctly at first order. Off-diagonal elements, whose slope in $d$ is the derivative coupling $\langle\psi_n|\partial_R\psi_m\rangle$, carry the error $P_n^TEP_m$ at the same order as the coupling, so it does not shrink relative to the coupling as $d\to0$.

The overlap between two geometries is given by (3) without any completeness assumption, and (13) gives the first-order errors of four substitutes built from the usual PAW overlap correction. It remains to test these results on a hydrogen-like ion whose overlaps are known in closed form, and to check (3) with functions outside the partial-wave span.
